**Permittivity of a cubic array of nearly touching conducting spheres**

The program tests the law $\varepsilon_{\rm eff}/\varepsilon_m=-(\pi/2)\ln(\pi/6-f)+O(1)$, where $\varepsilon_m$ is the matrix permittivity and $f$ the filling fraction of perfectly conducting spheres on a simple cubic lattice. The sphere radius is $a$, the period $L$ and the gap $h=L-2a$. The reference is a multipole solution, whose potential and normal field are asserted to meet cell-face conditions that were not imposed. The program also asserts that the closed-form energy bounds agree with quadrature, that they enclose the multipole permittivity at five gaps, and that the growth has slope $\pi/2$ within 3%. Further assertions compare the flux from the polar cap with the gap integral within 5% and require the cap to supply at least 90% of the growth. In the output the slope is 1.582, against $\pi/2=1.571$, and the cap supplies 97.5% of the growth between $h/L=0.01$ and 0.002. For silver spheres in epoxy with a 20 nm gap and a 10 µm period, the permittivity ratio is 9.09, and it falls to 7.98 after heating by 50 K.

## Program and output

```python
"""Effective permittivity of a simple cubic array of perfectly conducting spheres.

Result under test, for nearly touching spheres:
    eps_eff/eps_m = -(pi/2) ln(pi/6 - f) + bounded remainder
a = sphere radius, L = period (L = 1 in the numerical solution), h = L - 2a = gap,
delta = h/L, f = filling fraction, eps_m = matrix permittivity.
The reference is a multipole solution of the periodic boundary-value problem.
Mean field E = 1 along z, so neighbouring spheres differ in potential by V = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, gammaincc, eval_legendre

PI = np.pi
LMAX = 119          # highest multipole order (odd orders only)


def scaled_legendre(top, m, cosine, sine):
    """Rows l = m..top of sqrt((l-m)!/(l+m)!) P_l^m, without the sign (-1)^m."""
    rows = np.zeros((top - m + 1, len(cosine)))
    start = np.ones(len(cosine))
    for i in range(1, m + 1):
        start = start * sine * np.sqrt((2 * i - 1) / (2 * i))
    rows[0] = start
    if top > m:
        rows[1] = np.sqrt(2 * m + 1) * cosine * start
    for l in range(m + 2, top + 1):
        rows[l - m] = ((2 * l - 1) * cosine * rows[l - m - 1]
                       - np.sqrt((l - 1) ** 2 - m ** 2) * rows[l - m - 2]
                       ) / np.sqrt(l ** 2 - m ** 2)
    return rows


def lattice_sums(top):
    """Sums of scaled harmonics / R^(l+1) over the lattice without its origin.

    The smooth radial cut-off is the real-space part of an Ewald sum;
    the reciprocal part is negligible for the chosen width.
    """
    n = np.arange(14)
    x, y, z = [g.ravel() for g in np.meshgrid(n, n, n, indexing="ij")]
    r2 = x * x + y * y + z * z
    keep = (r2 > 0) & (r2 <= 169)
    x, y, z, r2 = x[keep], y[keep], z[keep], r2[keep]
    r = np.sqrt(r2)
    copies = 2.0 ** ((x > 0).astype(int) + (y > 0) + (z > 0))
    azimuth = np.arctan2(y, x)
    orders = np.arange(0, top + 1, 2)
    radial = np.array([gammaincc(l + 0.5, 0.25 * r2) * r ** (-(l + 1.0))
                       for l in orders])
    table = np.zeros((top + 1, top + 1))
    for m in range(0, top + 1, 4):
        angular = scaled_legendre(top, m, z / r, np.hypot(x, y) / r)[::2]
        table[m::2, m] = np.sum(angular * radial[m // 2:]
                                * copies * np.cos(m * azimuth), axis=1)
    # The dipole term is conditionally convergent: Lorentz field 4 pi P/3.
    table[2, 0] = (4 * PI / 3) / 2
    return table


def log_norm(l, m):
    return 0.5 * (gammaln(l - m + 1.0) + gammaln(l + m + 1.0))


SUMS = lattice_sums(2 * LMAX)
PAIRS = [(l, m) for l in range(1, LMAX + 1, 2) for m in range(0, l + 1, 4)]
ORDER = np.array([p[0] for p in PAIRS])
AZIM = np.array([p[1] for p in PAIRS])
TOTAL = ORDER[:, None] + ORDER[None, :]
own = log_norm(ORDER, AZIM)


def coupling(m_total):
    exponent = (log_norm(TOTAL, m_total) - own[:, None] - own[None, :]
                - (TOTAL + 1) * np.log(2.0))
    return SUMS[TOTAL, m_total] * np.exp(exponent)


m_plus = AZIM[:, None] + AZIM[None, :]
m_minus = np.abs(AZIM[:, None] - AZIM[None, :])
zeros = (AZIM[:, None] == 0).astype(int) + (AZIM[None, :] == 0)
CONTACT = np.where(zeros == 2, coupling(m_plus),
                   np.where(zeros == 1, np.sqrt(2) * coupling(m_plus),
                            coupling(m_plus) + coupling(m_minus)))


def solve_array(a, lmax=LMAX):
    """Return eps_eff/eps_m and the scaled multipole amplitudes."""
    n = int(np.sum(ORDER <= lmax))
    matrix = np.eye(n) - CONTACT[:n, :n] * (2 * a) ** (TOTAL[:n, :n] + 1)
    rhs = np.zeros(n)
    rhs[0] = a ** 1.5
    amp = np.linalg.solve(matrix, rhs)
    return 1 + 4 * PI * amp[0] * a ** 1.5, amp


def potential(point, a, amp):
    """Potential outside the sphere centred at the origin."""
    x, y, z = point
    r = np.sqrt(x * x + y * y + z * z)
    value = 0.0
    n = len(amp)
    top = ORDER[n - 1]
    for m in range(0, top + 1, 4):
        rows = scaled_legendre(top, m, np.array([z / r]),
                               np.array([np.hypot(x, y) / r]))[:, 0]
        pick = np.where(AZIM[:n] == m)[0]
        l = ORDER[pick]
        weight = 1.0 if m == 0 else np.sqrt(2)
        value += weight * np.cos(m * np.arctan2(y, x)) * np.sum(
            amp[pick] * rows[l - m] * ((a / r) ** (l + 1.0) - (r / a) ** l))
    return value / np.sqrt(a)


def cap_flux(a, amp, rho0):
    """Flux leaving the polar cap of the sphere within distance rho0 of the axis."""
    pick = np.where(AZIM == 0)[0]
    l = ORDER[pick]
    mu = np.sqrt(1 - (rho0 / a) ** 2)
    return 2 * PI * np.sqrt(a) * np.sum(
        amp[pick] * (eval_legendre(l - 1, mu) - eval_legendre(l + 1, mu)))


def gap_integral(a, h, rho0):
    """Closed form of the integral of 2 pi rho/H over the disc rho < rho0."""
    s0 = np.sqrt(a * a - rho0 * rho0)
    return 2 * PI * (-(a - s0) / 2 + 0.25 * np.log((1 - 2 * s0) / h))


def lower_bound(delta):
    a = (1 - delta) / 2
    return PI / 2 * np.log(1 / delta) - PI * a + 1 - PI * a * a


def trial_energy(delta, s0):
    """Energy of the trial potential; s0 = sqrt(a^2 - b^2) fixes its radius b."""
    a = (1 - delta) / 2
    wide = 1 - 2 * s0
    inner = 2 * PI * (-(a - s0) / 3 + np.log(wide / delta) / 6
                      + a * a / 3 * np.log(a * wide / (s0 * delta)))
    return inner + (1 - PI * (a * a - s0 * s0)) / wide


def upper_bound(delta):
    a = (1 - delta) / 2
    return minimize_scalar(lambda s: trial_energy(delta, s),
                           bounds=(0.02, a - 0.02), method="bounded").fun


def fraction(a):
    return 4 * PI / 3 * a ** 3


def keller(a):
    return -PI / 2 * np.log(PI / 6 - fraction(a))


# --- Multipole solution: conditions on the cell faces, which were not imposed
a_test = 0.45
_, amp_test = solve_array(a_test, 59)
face_error = max(abs(potential(p, a_test, amp_test) + 0.5)
                 for p in [(0.0, 0.0, 0.5), (0.1, 0.05, 0.5), (0.2, 0.1, 0.5)])
assert face_error < 1e-4
step = 1e-4
side_field = (potential((0.5 + step, 0.1, 0.2), a_test, amp_test)
              - potential((0.5 - step, 0.1, 0.2), a_test, amp_test)) / (2 * step)
assert abs(side_field) < 1e-3

# --- Closed-form bounds against quadrature of their definitions
d_test = 0.05
a_q = (1 - d_test) / 2


def thickness(rho):
    return 1 - 2 * np.sqrt(a_q ** 2 - rho ** 2)


columns = quad(lambda p: 2 * PI * p / thickness(p), 0, a_q)[0] + 1 - PI * a_q ** 2
assert abs(columns - lower_bound(d_test)) < 1e-6
s_q = 0.25
b_q = np.sqrt(a_q ** 2 - s_q ** 2)
nodes, weights = np.polynomial.legendre.leggauss(60)
energy = 0.0
for t, w in zip(nodes, weights):
    rho = b_q * (t + 1) / 2
    zeta = nodes * thickness(rho) / 2
    e = 1e-5
    slope_rho = (zeta / thickness(rho + e) - zeta / thickness(rho - e)) / (2 * e)
    slope_z = ((zeta + e) / thickness(rho) - (zeta - e) / thickness(rho)) / (2 * e)
    line = np.sum(weights * (slope_rho ** 2 + slope_z ** 2)) * thickness(rho) / 2
    energy += w * b_q / 2 * 2 * PI * rho * line
energy += (1 - PI * b_q ** 2) / thickness(b_q)
assert abs(energy - trial_energy(d_test, s_q)) < 1e-5

# --- Both bounds keep a bounded distance from the logarithm as the gap closes
low_rest = [lower_bound(d) - keller((1 - d) / 2) for d in (1e-5, 1e-9)]
high_rest = [upper_bound(d) - keller((1 - d) / 2) for d in (1e-5, 1e-9)]
assert abs(low_rest[0] - low_rest[1]) < 1e-3
assert abs(high_rest[0] - high_rest[1]) < 1e-3

# --- The parabolic gap differs from the true gap by a bounded flux
differences = []
for d in (1e-4, 1e-8):
    a = (1 - d) / 2
    parabola = PI * a * np.log(1 + (a / 2) ** 2 / (a * d))
    differences.append(gap_integral(a, d, a / 2) - parabola)
assert abs(differences[0] - differences[1]) < 0.01

# --- Permittivity as the gap closes
deltas = [0.1, 0.03, 0.01, 0.004, 0.002]
solved = {}
print("h/L | f | eps_eff/eps_m: multipole, Keller log, lower, upper bound")
for d in deltas:
    a = (1 - d) / 2
    solved[d] = solve_array(a)
    value = solved[d][0]
    assert lower_bound(d) < value < upper_bound(d)
    print(f"{d:.3f} | {fraction(a):.5f} | {value:.4f}, {keller(a):.4f}, "
          f"{lower_bound(d):.4f}, {upper_bound(d):.4f}")
d1, d2 = 0.01, 0.002
a1, a2 = (1 - d1) / 2, (1 - d2) / 2
eps1, amp1 = solved[d1]
eps2, amp2 = solved[d2]
truncation = abs(eps2 - solve_array(a2, 79)[0])
assert truncation < 0.02
slope = (eps2 - eps1) / np.log((PI / 6 - fraction(a1)) / (PI / 6 - fraction(a2)))
assert abs(slope / (PI / 2) - 1) < 0.03

# --- The flux sits in the gap, and the gap supplies the growth
cap1, cap2 = cap_flux(a1, amp1, a1 / 2), cap_flux(a2, amp2, a2 / 2)
gap2 = gap_integral(a2, d2, a2 / 2)
assert abs(cap2 / gap2 - 1) < 0.05
growth_share = (cap2 - cap1) / (eps2 - eps1)
assert 0.9 < growth_share < 1.02
axial = np.where(AZIM == 0)[0]
pole_field = np.sum(amp1[axial] * (2 * ORDER[axial] + 1)) / a1 ** 1.5
assert abs(pole_field * d1 - 1) < 0.02

print(f"largest potential error on cell face, h/L=0.1: {face_error:.1e} (units E L)")
print(f"normal field on side face, h/L=0.1: {side_field:.1e} (units E)")
print(f"change from multipole order 79 to {LMAX}, h/L=0.002: {truncation:.1e}")
print(f"slope in -ln(pi/6-f), h/L 0.01 to 0.002: {slope:.4f}; pi/2 = {PI/2:.4f}")
print(f"remainder multipole - Keller log, h/L=0.002: {eps2-keller(a2):.4f}")
print(f"shift of constant (pi/2)ln(pi/2): {PI/2*np.log(PI/2):.4f}")
print(f"bounds minus Keller log at h/L=1e-9: {low_rest[1]:.4f}, {high_rest[1]:.4f}")
print(f"cap flux rho<a/2, h/L=0.002: {cap2:.4f}; gap integral: {gap2:.4f} (eps_m E L^2)")
print(f"share of cap in total flux, h/L=0.002: {cap2/eps2:.3f}")
print(f"share of cap in growth, h/L 0.01 to 0.002: {growth_share:.3f}")
print(f"surface field at pole / (V/h), h/L=0.01: {pole_field*d1:.4f}")

# --- Example: silver spheres in epoxy; material data are rough typical values
period, gap = 10e-6, 20e-9                 # m
eps_matrix = 3.5
applied = 0.5e5                            # V/m
frequency = 1e3                            # Hz
breakdown = 3e8                            # V/m
expansion_epoxy, expansion_silver = 6e-5, 1.9e-5   # 1/K
heating = 50.0                             # K
screening = 0.06e-9                        # m, field penetration in the metal
barrier = 3.0                              # eV
leakage, metal_conductivity = 1e-12, 6e7   # S/m
modulus = 3e9                              # Pa

radius = (period - gap) / 2
ratio = solve_array(radius / period)[0]
f_example = fraction(radius / period)
voltage = applied * period
gap_field = voltage / gap
assert gap_field < breakdown
period_hot = period * (1 + expansion_epoxy * heating)
radius_hot = radius * (1 + expansion_silver * heating)
gap_hot = period_hot - 2 * radius_hot
ratio_hot = solve_array(radius_hot / period_hot)[0]
screening_change = -PI / 2 * np.log(1 + 2 * eps_matrix * screening / gap)
mean_barrier = (barrier - voltage / 2) * const.e
log_tunnel = -2 * gap * np.sqrt(2 * const.m_e * mean_barrier) / const.hbar / np.log(10)
omega = 2 * PI * frequency
permittivity = eps_matrix * const.epsilon_0
loss = leakage / (omega * permittivity)
metal_drop = omega * permittivity / metal_conductivity * np.sqrt(radius / gap)
skin = np.sqrt(2 / (omega * const.mu_0 * metal_conductivity))
pressure = 0.5 * permittivity * gap_field ** 2
assert abs(ratio_hot - ratio) > abs(screening_change)

print(f"EXAMPLE period {period*1e6:.1f} um, gap {gap*1e9:.1f} nm, "
      f"radius {radius*1e6:.2f} um, f {f_example:.5f}")
print(f"rough matrix permittivity {eps_matrix}, applied field {applied/1e5:.2f} kV/cm, "
      f"frequency {frequency/1e3:.1f} kHz")
print(f"pi/6 - f: {PI/6-f_example:.6f}; (pi/2)h/L: {PI/2*gap/period:.6f}")
print(f"eps_eff/eps_m: multipole {ratio:.3f}, Keller log {keller(radius/period):.3f}")
print(f"relative permittivity of composite: {eps_matrix*ratio:.2f}")
print(f"dipole-only (Clausius-Mossotti) eps_eff/eps_m: "
      f"{1+3*f_example/(1-f_example):.3f}")
print(f"voltage per gap: {voltage:.3f} V; gap field: {gap_field/1e8:.3f} MV/cm")
print(f"field enhancement L/h: {period/gap:.0f}")
print(f"rough breakdown field of epoxy: {breakdown/1e8:.1f} MV/cm")
print(f"applied field at gap breakdown: {breakdown*gap/period/1e5:.2f} kV/cm")
print(f"rough expansion, epoxy and silver: {expansion_epoxy*1e6:.0f}, "
      f"{expansion_silver*1e6:.0f} ppm/K")
print(f"gap after heating by {heating:.0f} K: {gap_hot*1e9:.2f} nm")
print(f"eps_eff/eps_m after heating: {ratio_hot:.3f}, change {ratio_hot-ratio:.3f}")
print(f"change for a doubled gap, -(pi/2)ln 2: {-PI/2*np.log(2):.3f}")
print(f"rough metal screening length {screening*1e9:.2f} nm: "
      f"change in eps_eff/eps_m {screening_change:.3f}")
print(f"rough barrier {barrier:.1f} eV: log10 tunnel transmission {log_tunnel:.0f}")
print(f"rough matrix conductivity {leakage:.0e} S/m: loss ratio {loss:.1e}")
print(f"rough metal conductivity {metal_conductivity:.0e} S/m: "
      f"potential drop in metal / gap drop {metal_drop:.1e}")
print(f"skin depth in metal: {skin*1e3:.2f} mm")
print(f"squeezing pressure in gap: {pressure/1e3:.2f} kPa")
print(f"rough epoxy modulus {modulus/1e9:.1f} GPa: gap strain {pressure/modulus:.1e}")
print("no test failed")
```

Printed output:

```
h/L | f | eps_eff/eps_m: multipole, Keller log, lower, upper bound
0.100 | 0.38170 | 3.0452, 3.0672, 2.5670, 3.2722
0.030 | 0.47787 | 4.8394, 4.8461, 4.2454, 5.0751
0.010 | 0.50805 | 6.5536, 6.5402, 5.9089, 6.7935
0.004 | 0.51734 | 7.9952, 7.9700, 7.3294, 8.2365
0.002 | 0.52046 | 9.0864, 9.0557, 8.4120, 9.3283
largest potential error on cell face, h/L=0.1: 2.3e-09 (units E L)
normal field on side face, h/L=0.1: -3.5e-08 (units E)
change from multipole order 79 to 119, h/L=0.002: 1.4e-04
slope in -ln(pi/6-f), h/L 0.01 to 0.002: 1.5816; pi/2 = 1.5708
remainder multipole - Keller log, h/L=0.002: 0.0307
shift of constant (pi/2)ln(pi/2): 0.7093
bounds minus Keller log at h/L=1e-9: -0.6469, 0.2816
cap flux rho<a/2, h/L=0.002: 6.6885; gap integral: 6.4146 (eps_m E L^2)
share of cap in total flux, h/L=0.002: 0.736
share of cap in growth, h/L 0.01 to 0.002: 0.975
surface field at pole / (V/h), h/L=0.01: 1.0067
EXAMPLE period 10.0 um, gap 20.0 nm, radius 4.99 um, f 0.52046
rough matrix permittivity 3.5, applied field 0.50 kV/cm, frequency 1.0 kHz
pi/6 - f: 0.003135; (pi/2)h/L: 0.003142
eps_eff/eps_m: multipole 9.086, Keller log 9.056
relative permittivity of composite: 31.80
dipole-only (Clausius-Mossotti) eps_eff/eps_m: 4.256
voltage per gap: 0.500 V; gap field: 0.250 MV/cm
field enhancement L/h: 500
rough breakdown field of epoxy: 3.0 MV/cm
applied field at gap breakdown: 6.00 kV/cm
rough expansion, epoxy and silver: 60, 19 ppm/K
gap after heating by 50 K: 40.52 nm
eps_eff/eps_m after heating: 7.980, change -1.107
change for a doubled gap, -(pi/2)ln 2: -1.089
rough metal screening length 0.06 nm: change in eps_eff/eps_m -0.033
rough barrier 3.0 eV: log10 tunnel transmission -148
rough matrix conductivity 1e-12 S/m: loss ratio 5.1e-06
rough metal conductivity 6e+07 S/m: potential drop in metal / gap drop 5.1e-14
skin depth in metal: 2.05 mm
squeezing pressure in gap: 9.68 kPa
rough epoxy modulus 3.0 GPa: gap strain 3.2e-06
no test failed
```
